# Unrestricted Hartree-Fock for the Anderson impurity: threshold and spurious moment

One localized orbital $d$ exchanges electrons with a bath of independent electrons. The Hamiltonian is

$$H=\sum_{k\sigma}\epsilon_k n_{k\sigma}+\epsilon_d\sum_\sigma n_\sigma+\sum_{k\sigma}V_k\left(c^\dagger_{k\sigma}d_\sigma+d^\dagger_\sigma c_{k\sigma}\right)+U n_\uparrow n_\downarrow ,$$

with $n_\sigma=d^\dagger_\sigma d_\sigma$, real $V_k$ and $U\ge 0$. Energies are measured from the chemical potential, so $\mu=0$, and the temperature is zero. In the wide-band limit the bath is flat, symmetric about $\mu$ and much wider than every other energy, and $\Delta=\pi\sum_kV_k^2\delta(\omega-\epsilon_k)$ is a constant. It is the half-width of the impurity resonance at $U=0$ and the natural unit of energy here. The spin axis of the mean-field solution is taken along $z$. An overbar denotes a mean value.

## (a) Decouple the interaction and find the impurity occupation

**Question.** Derive the unrestricted Hartree-Fock (UHF) equations for $\bar n_\uparrow$ and $\bar n_\downarrow$.

**Solution.** Write $n_\sigma=\bar n_\sigma+\delta n_\sigma$. Then, as an identity,

$$U n_\uparrow n_\downarrow=U\left(\bar n_\downarrow n_\uparrow+\bar n_\uparrow n_\downarrow-\bar n_\uparrow\bar n_\downarrow\right)+U\,\delta n_\uparrow\delta n_\downarrow .$$

UHF drops the last term. Each spin then sees an impurity level

$$E_\sigma=\epsilon_d+U\bar n_{-\sigma}.$$

The equations of motion of the one-electron Green's function are

$$(\omega-E_\sigma)G_\sigma-\sum_kV_kG_{k\sigma}=1,\qquad(\omega-\epsilon_k)G_{k\sigma}-V_kG_\sigma=0 .$$

The second gives $G_{k\sigma}=V_kG_\sigma/(\omega-\epsilon_k)$. Inserted in the first, it produces the hybridization function $\sum_kV_k^2/(\omega+i0^+-\epsilon_k)$. Its real part vanishes for the flat, symmetric, infinitely wide band, and its imaginary part is $-\Delta$. Hence

$$G_\sigma(\omega)=\frac{1}{\omega-E_\sigma+i\Delta},\qquad \rho_\sigma(\omega)=-\frac1\pi\,\mathrm{Im}\,G_\sigma=\frac{\Delta/\pi}{(\omega-E_\sigma)^2+\Delta^2}.$$

Filling the states below $\mu=0$ gives

$$\bar n_\sigma=\int_{-\infty}^0\rho_\sigma\,d\omega=\frac12-\frac1\pi\arctan\frac{E_\sigma}{\Delta}. \tag{1}$$

Together with $E_\sigma=\epsilon_d+U\bar n_{-\sigma}$ this is a closed pair of equations. An electron of one spin raises the level of the other, which can reinforce an initial imbalance.

## (b) Write the energy in terms of the two occupations

**Question.** Self-consistency identifies stationary points but does not rank them. Among determinants whose orbitals each have a definite spin along $z$, find the lowest energy at prescribed $n_\uparrow,n_\downarrow$ (now plain numbers).

**Solution.** Let $H_0$ be the bath plus hybridization for one spin, and let $e(E)$ be the ground-state energy of $H_0+E\,d^\dagger d$. For any state with impurity occupation $n$, the variational principle says

$$\langle H_0\rangle+En\ge e(E).$$

Equality holds for the ground state at that $E$. If $E$ is chosen so that this ground state has occupation $n$, the least possible $\langle H_0\rangle$ is therefore

$$T(n)=e(E)-En .$$

The Hellmann-Feynman theorem gives $de/dE=n$, so

$$\frac{dT}{dn}=n\frac{dE}{dn}-E-n\frac{dE}{dn}=-E .$$

Inverting (1), $\arctan(E/\Delta)=\pi/2-\pi n$, or $E=\Delta\cot\pi n$. Integration from $n=1/2$, where the sine is one, yields

$$T(n)-T(\tfrac12)=-\Delta\int_{1/2}^{n}\cot(\pi n')\,dn'=-\frac{\Delta}{\pi}\ln\sin\pi n .$$

In a determinant with definite spin orbitals, $\langle n_\uparrow n_\downarrow\rangle=n_\uparrow n_\downarrow$. Up to a constant,

$$\mathcal E(n_\uparrow,n_\downarrow)=\sum_\sigma\left[\epsilon_dn_\sigma-\frac{\Delta}{\pi}\ln\sin\pi n_\sigma\right]+Un_\uparrow n_\downarrow . \tag{2}$$

The bath has disappeared in favour of a function of two numbers. The logarithm is the cost of moving an occupation away from one half, and, at a fixed sum of the two occupations, the last term rewards making them unequal. Setting $\partial\mathcal E/\partial n_\sigma=\epsilon_d-\Delta\cot\pi n_\sigma+Un_{-\sigma}=0$ recovers part (a).

## (c) Find all solutions at the symmetric point

**Question.** Take $\epsilon_d=-U/2$. For which $U$ does a solution with a moment exist, and is it lower in energy?

**Solution.** Put $n_\sigma=\frac12+a_\sigma$. Since $\cot(\pi/2+\pi a)=-\tan\pi a$, the stationarity conditions become

$$\Delta\tan\pi a_\uparrow=-Ua_\downarrow,\qquad \Delta\tan\pi a_\downarrow=-Ua_\uparrow .$$

If one $a_\sigma$ vanishes, so does the other. Otherwise they have opposite signs. Let $a_\uparrow=a>0$ and $a_\downarrow=-b<0$, so that $\Delta\tan\pi a=Ub$ and $\Delta\tan\pi b=Ua$. If $a>b$, the increasing tangent requires $Ub>Ua$, a contradiction; $a<b$ fails likewise. Thus $a=b$, and every solution has $n_\uparrow+n_\downarrow=1$. This was derived, not imposed.

Now set $n_\uparrow=(1+m)/2$ and $n_\downarrow=(1-m)/2$. Both sines in (2) equal $\cos(\pi m/2)$, and $n_\uparrow n_\downarrow=(1-m^2)/4$. The energy relative to $m=0$ is

$$F(m)=-\frac{2\Delta}{\pi}\ln\cos\frac{\pi m}{2}-\frac{Um^2}{4}, \tag{3}$$

with derivatives

$$F'(m)=\Delta\tan\frac{\pi m}{2}-\frac{Um}{2},\qquad F''(0)=\frac{\pi\Delta-U}{2}.$$

With $y=\pi m/2$ and $u=U/(\pi\Delta)$, a nonzero solution obeys

$$\frac{\tan y}{y}=u .\tag{4}$$

On $0<y<\pi/2$ the left side has derivative $(y-\sin y\cos y)/(y^2\cos^2y)$. This is positive, because $\sin y\cos y=\frac12\sin 2y<y$. The ratio therefore rises steadily from 1 to infinity. Equation (4) has one positive root when $u>1$ and none when $u\le1$. The moment criterion is

$$\boxed{U>\pi\Delta.}$$

Above threshold $F$ first falls from $m=0$ and finally rises to infinity as $m\to1$. Its one positive stationary point is thus a minimum with $F<0$. The solution $-m$ has the same energy. Rotating the spin axis produces further determinants of equal energy, so the pair $\pm m$ is what remains once the axis is fixed.

## (d) Examine the threshold and the strong-coupling limit

**Question.** How does the moment start, how does it approach one, and what happens to the UHF energy at threshold?

**Solution.** Near threshold, $\tan y=y+y^3/3+\dots$ turns (4) into $1+y^2/3=u$ at leading order. Hence $y^2=3(u-1)$ and

$$m\simeq\frac{2}{\pi}\sqrt{3(u-1)} .$$

The energy follows from $-\ln\cos y=y^2/2+y^4/12+\dots$ and $Um^2/4=(2\Delta/\pi)(u y^2/2)$:

$$F\simeq\frac{2\Delta}{\pi}\left[-\frac{(u-1)y^2}{2}+\frac{y^4}{12}\right]=\frac{2\Delta}{\pi}(u-1)^2\left[-\frac32+\frac34\right]=-\frac{3\Delta}{2\pi}(u-1)^2 .$$

Below threshold $F=0$. The energy and its first derivative are continuous, but its second derivative with respect to $U$ jumps by $-3/(\pi^3\Delta)$. UHF thus predicts a continuous phase transition of a single orbital.

For $U\gg\Delta$, write $y=\pi/2-\eta$ with small $\eta$. Then $\tan y\simeq1/\eta$, and (4) gives $1/\eta\simeq u\pi/2=U/(2\Delta)$, so $\eta\simeq2\Delta/U$ and

$$m=1-\frac{2\eta}{\pi}\simeq1-\frac{4\Delta}{\pi U}.$$

The orbital approaches single occupation by a fixed spin.

## (e) Move away from symmetry and apply a field

**Question.** What replaces the criterion for general $\epsilon_d$, and what does it say about magnetic response?

**Solution.** The second derivatives of (2) are

$$\frac{\partial^2\mathcal E}{\partial n_\sigma^2}=\frac{\pi\Delta}{\sin^2\pi n_\sigma}=\frac1{\rho_\sigma(0)},\qquad\frac{\partial^2\mathcal E}{\partial n_\uparrow\partial n_\downarrow}=U .$$

The identification with $\rho_\sigma(0)$ uses $E_\sigma=\Delta\cot\pi n_\sigma$ in the Lorentzian of part (a). At a nonmagnetic solution the charge direction has curvature $1/\rho(0)+U>0$ and the spin direction $1/\rho(0)-U$. The nonmagnetic solution is locally unstable when

$$U\rho(0)>1 .$$

Because $\rho_\sigma(0)\le1/(\pi\Delta)$, both diagonal entries are at least $\pi\Delta$. For $U<\pi\Delta$ the function $\mathcal E$ is strictly convex everywhere, and no moment can appear for any $\epsilon_d$. The symmetric point is the most favourable one.

At symmetry, add a local field $b$ through $-b(n_\uparrow-n_\downarrow)$. To first order the levels are $E_\uparrow=-(b+Um/2)$ and $E_\downarrow=+(b+Um/2)$. Linearizing (1) gives

$$m=\frac{2}{\pi\Delta}\left(b+\frac{Um}{2}\right)\quad\Rightarrow\quad \chi=\frac mb=\frac{2}{\pi\Delta-U}\qquad(U<\pi\Delta).$$

The threshold is where this mean-field susceptibility diverges.

## (f) Compare with the exact ground state of a finite bath

**Question.** Show that, for a finite bath with an even number of electrons in the impurity and the bath orbitals coupled to it, the exact ground state has no moment at any $U$.

**Solution.** Choose the bath combination $\sum_kV_kc_k$, normalized, as the first bath orbital: it is the one that couples to $d$. Repeating the construction on the remaining bath turns the one-electron matrix into a chain beginning at the impurity. Bath orbitals that never enter the chain are decoupled and are left out; the electron numbers below count only the electrons in the chain. The signs of the orbitals can be chosen so that every hopping amplitude is negative.

Order all up orbitals along the chain, then all down orbitals. A nearest-neighbour hop passes no occupied orbital of its own spin, so it acquires no fermion sign. In the occupation basis every nonzero off-diagonal element of $H$ is therefore negative. The interaction is diagonal and cannot alter this. Hops along the connected chain link all configurations with given $N_\uparrow,N_\downarrow$. The Perron-Frobenius theorem then states that the lowest state in this sector is unique and can be chosen with all amplitudes positive.

Take $N_\uparrow=N_\downarrow$. Exchanging the up and down configurations leaves $H$ unchanged, so it maps the unique ground state onto itself. Hence

$$\langle n_\uparrow\rangle=\langle n_\downarrow\rangle .$$

The total spin follows from $U=0$. A chain with nonzero hops has no degenerate one-electron levels: once the amplitude on the first site is given, the eigenvalue equation fixes all the others. The $U=0$ ground state therefore fills the lowest orbitals in pairs and is a singlet. It is positive too, so it overlaps the ground state at any $U$. Eigenstates of different total spin are orthogonal, so the interacting state is also a singlet. For even $N$ every spin multiplet has a member with $N_\uparrow=N_\downarrow$, and this singlet is the lowest state of all sectors with that $N$.

Finally, $H$ is a finite matrix linear in $U$, and its lowest eigenvalue in this sector never becomes degenerate. That eigenvalue is an analytic function of $U$. For a finite bath with a fixed, even number of electrons, the exact ground state therefore has neither the moment nor the jump in the second derivative found in (d). With an odd number the total spin is half-integer, and the singlet argument does not apply.

## (g) Identify what UHF leaves out

**Question.** Take a finite, half-filled, particle-hole symmetric bath with $N_\uparrow=N_\downarrow$, so that the impurity and bath orbitals together are even in number. Let $|+\rangle$ and $|-\rangle$ be a pair of UHF determinants with these electron numbers and moments $\pm m\neq0$. Find the energy of their even combination.

**Solution.** Let $|a\rangle$ and $|b\rangle$ be one-spin determinants with impurity occupations $(1+m)/2$ and $(1-m)/2$. Then $|+\rangle=|a_\uparrow b_\downarrow\rangle$ and $|-\rangle=|b_\uparrow a_\downarrow\rangle$. By part (f) both $|a\rangle$ and $|b\rangle$ can be taken positive, so $s=\langle b|a\rangle>0$ and $S=\langle-|+\rangle=s^2$.

The particle-hole transformation interchanges $|a\rangle$ and $|b\rangle$, up to signs, and replaces $n$ by $1-n$. Applied to $\langle b|a\rangle=s\neq0$, it shows that the product of those signs is $+1$. Therefore, all quantities being real,

$$\langle b|n|a\rangle=\langle a|(1-n)|b\rangle=s-\langle b|n|a\rangle\quad\Rightarrow\quad\langle b|n|a\rangle=\frac s2 .$$

The mean-field part of $H$ built from $|+\rangle$ has $|+\rangle$ as an eigenstate with eigenvalue $E_{\rm UHF}$. The discarded term supplies the rest:

$$\langle-|H|+\rangle=SE_{\rm UHF}+U\left(\frac s2-\frac{1+m}{2}s\right)\left(\frac s2-\frac{1-m}{2}s\right)=S\left(E_{\rm UHF}-\frac{Um^2}{4}\right).$$

The normalized even combination has energy

$$E_{\rm even}=\frac{E_{\rm UHF}+\langle-|H|+\rangle}{1+S}=E_{\rm UHF}-\frac{Um^2}{4}\,\frac{S}{1+S}. \tag{5}$$

The fluctuation term makes the two spin orientations tunnel into each other, and the state gains energy by not choosing between them. A single determinant cannot describe this. At fixed impurity occupation it can lower the double occupancy only by polarizing the orbital, so it represents a correlation between electrons as a permanent magnetization.

That correlation is real. Since $n_\sigma^2=n_\sigma$, at mean occupation one

$$\langle(n_\uparrow-n_\downarrow)^2\rangle=1-2\langle n_\uparrow n_\downarrow\rangle .$$

This can be close to one while $\langle n_\uparrow-n_\downarrow\rangle=0$. The fluctuating local moment is physical; the fixed direction is the artefact.

## (h) Evaluate a case and judge the infinite bath

**Question.** Take $\Delta=1$, $U=5$, $\epsilon_d=-2.5$. Evaluate the UHF solution, compare it with exact finite-bath results, and state what they imply for an infinite bath.

**Solution.** Here $u=5/\pi=1.59$, above threshold. Equation (4) gives $m=0.648$, so $n_\uparrow=0.824$ and $n_\downarrow=0.176$. As a check, $\tan(0.648\,\pi/2)$ and $Um/(2\Delta)$ are both 1.62. Equation (3) gives

$$F=0.410-0.525=-0.115 .$$

Diagonalizing a densely discretized wide band, with both occupations free, gives the same moment and energy to three decimals. Its response to level shifts of $\pm0.05$ puts the threshold at $U=3.149$, which is 0.2% above $\pi\Delta$.

For exact diagonalization the bath must be small. The table uses a flat band of half-width 10 cut into logarithmic intervals, with $w$ the half-width of the central one. These baths are models in their own right: their band is both narrower and more coarsely divided than the wide band above, and both differences shift the UHF moment away from 0.648. Energies are relative to restricted Hartree-Fock (RHF), the solution with $m=0$. The column $\chi$ is the exact ratio $m/b$, evaluated at the small field $b=0.001$.

| Sites | $w$ | UHF $m$ | UHF energy | Even pair | Exact energy | $\chi$ |
|---|---|---|---|---|---|---|
| 6 | 0.625 | 0.623 | −0.073 | −0.232 | −0.317 | 1.78 |
| 8 | 0.156 | 0.724 | −0.164 | −0.279 | −0.344 | 3.28 |
| 10 | 0.039 | 0.745 | −0.197 | −0.260 | −0.350 | 4.63 |

The exact moment is zero in all three, to the printed precision. For 8 sites the overlap is $S=0.213$, and (5) gives a lowering of

$$\frac{5(0.724)^2}{4}\,\frac{0.213}{1.213}=0.115,$$

which is the difference between the UHF and even-pair energies. For 10 sites the exact double occupancy is 0.120, against 0.25 in RHF and 0.111 in UHF. The exact $\langle(n_\uparrow-n_\downarrow)^2\rangle$ is thus $1-2(0.120)=0.76$, against $1-2(0.111)=0.78$ in UHF. For this bath and this $U$, UHF comes close to the size of the local moment but gives it a fixed direction that the exact state lacks. The closeness is not general: below its threshold UHF coincides with RHF and gives 0.5 whatever the value of $U$.

The infinite bath needs more care. The overlap $S$ falls from 0.487 to 0.213 to 0.099 over the three baths, so the gain in (5) shrinks and cannot by itself settle that limit. Nor does part (f), because a spontaneous moment is defined by making the bath infinite first and removing the field afterwards. The deciding quantity is the exact $\chi$ at vanishing field: a frozen moment would make it diverge as the bath is made infinite.

In the table $\chi$ rises by a factor 1.84 and then 1.41, while $w$ falls fourfold each time. Only the central interval narrows; the outer ones stay coarse, so even a converged $\chi$ would belong to this discretized bath and not to the flat wide band. The growth is slowing, as expected if the bath screens the spin, but $\chi$ has not saturated at 10 sites, and these data do not prove that it will. That it remains finite for the infinite wide band is known from the Bethe-ansatz solution of this model, which is not derived here. With that result the conclusion extends to the infinite bath: the transition at $U=\pi\Delta$ is an artefact of the single-determinant description, not a magnetic transition of the impurity. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Energies in units of Delta; Delta = 1
example U = 5.000, level = -2.500, U/(pi Delta) = 1.5915
level 0.7: n numerical 0.3058, formula 0.3056
  bath energy functional 0.0634, formula 0.0635
  -dn/dE 0.2138, density of states 0.2136
threshold U: numerical 3.1488, pi Delta = 3.1416
UHF moment at U = 2.5: 0.000000
U = 5 dense band: n_up 0.8240, n_dn 0.1760, m 0.6479
  m from formula 0.6479
  E(UHF)-E(RHF) -0.1146, formula -0.1149
formula moment at U = 3.2: 0.1487
formula moment at U = 3.5: 0.3493
formula moment at U = 4.0: 0.5000
formula moment at U = 6.0: 0.7260
formula moment at U = 8.0: 0.8093
U = 1.01 pi: m 0.10961, threshold law 0.11027
6 sites, U = 5: smallest ground amplitude 1.37e-03
6 sites: smallest sector gap on U = 0, 2, ..., 20: 0.1873
6 sites, central half-width 0.62500
  moment: UHF 0.6228, exact 0.000000
  E-E(RHF): UHF -0.07308, even pair -0.23179
  E-E(RHF): exact -0.31726
  pair overlap 0.48658, lowering formula 0.15870
  double occupancy: UHF 0.1530, exact 0.1309
  singlet-triplet gap 0.59168
  exact susceptibility m/field 1.7824 per Delta
8 sites, central half-width 0.15625
  moment: UHF 0.7239, exact 0.000000
  E-E(RHF): UHF -0.16431, even pair -0.27931
  E-E(RHF): exact -0.34427
  pair overlap 0.21297, lowering formula 0.11500
  double occupancy: UHF 0.1190, exact 0.1216
  singlet-triplet gap 0.21681
  exact susceptibility m/field 3.2771 per Delta
10 sites, central half-width 0.03906
  moment: UHF 0.7450, exact 0.000000
  E-E(RHF): UHF -0.19733, even pair -0.25994
  E-E(RHF): exact -0.34960
  pair overlap 0.09918, lowering formula 0.06261
  double occupancy: UHF 0.1112, exact 0.1196
  singlet-triplet gap 0.07321
  exact susceptibility m/field 4.6303 per Delta
field used for the susceptibility: 0.0010
8 to 10 sites: resolution finer by 4.00, susceptibility x 1.4129
```
